# Superexchange through one halide p orbital in a straight bridge, part 1

(Sections cited here and not found follow in the second part.)

## First half: from hole transfer to magnetic coupling

Two metal ions, 1 and 2, are joined by a straight bridge M–X–M, where X is a halide ion with a filled valence shell. Each metal has one hole in its d shell, as Cu(II) has in the configuration $d^9$. The hole sits in an orbital with a lobe along the bridge. The halide takes part through one p orbital, the one that points along the bridge. No direct transfer between the metals is admitted, yet their spins are coupled. The task is to find this coupling to leading order in the metal–halide transfer, and to say which part of it comes from two holes meeting on a metal and which from two holes meeting on the halide.

It is convenient to count holes instead of electrons. The reference without holes has both d shells and the halide shell full, so the bridge contains two holes. The model is

$$H=H_0+V,$$

$$H_0=\Delta\,n_p+U_d\sum_{i=1,2}n_{i\uparrow}n_{i\downarrow}+U_p\,n_{p\uparrow}n_{p\downarrow},$$

$$V=\sum_{i=1,2}\sum_{\sigma}t_i\left(d^\dagger_{i\sigma}p_\sigma+p^\dagger_\sigma d_{i\sigma}\right).$$

Here $d^\dagger_{i\sigma}$ and $p^\dagger_\sigma$ create a hole of spin $\sigma$ on metal $i$ and on the halide, and the $n$ are hole numbers. The charge-transfer cost $\Delta>0$ is the energy needed to move one hole from a metal to the halide, which is the same as moving one electron from the halide to the metal. $U_d$ and $U_p$ are the repulsions of two holes in the same metal or halide orbital. The orbitals are taken as orthonormal and real. Spin–orbit coupling is left out, so total spin is conserved.

The p orbital changes sign at the halide nucleus, while the two metal orbitals are mirror images of each other. In a straight symmetric bridge this gives $t_2=-t_1$. The two transfer integrals are kept general in the derivation, so that their signs can be followed.

### (a) Which two-hole states exist, and what do they cost?

List the singlet and triplet states of two holes in the three orbitals, with their energies under $H_0$.

**Solution.** Write $|ab\rangle$ for the product in which the first hole is in orbital $a$ and the second in orbital $b$, with $a,b\in\{1,2,p\}$. The full wavefunction of two holes must change sign when they are exchanged. The singlet spin function is odd under exchange, so its spatial part must be even. The triplet spin functions are even, so their spatial part must be odd. The normalized spatial parts are

$$|S_{ab}\rangle=\frac{|ab\rangle+|ba\rangle}{\sqrt2},\qquad |D_a\rangle=|aa\rangle\qquad\text{(singlet)},$$

$$|T_{ab}\rangle=\frac{|ab\rangle-|ba\rangle}{\sqrt2}\qquad\text{(triplet)},$$

with $a\neq b$ in $S_{ab}$ and $T_{ab}$. An odd combination of $|aa\rangle$ with itself vanishes, so the triplet has no doubly occupied orbital. This is the Pauli principle in the form needed below.

There are six singlet spatial states and three triplet ones. Their energies under $H_0$ are:

- $S_{12}$ and $T_{12}$, one hole on each metal: $0$.
- $S_{1p}$, $S_{2p}$, $T_{1p}$, $T_{2p}$, one hole on the halide: $\Delta$.
- $D_1$ and $D_2$, two holes on one metal: $U_d$.
- $D_p$, two holes on the halide: $2\Delta+U_p$.

The last energy contains $2\Delta$ because two holes have been moved to the halide, and $U_p$ because they then repel each other. In $D_1$ and $D_2$ the halide is full again, so $\Delta$ does not appear.

Without transfer, the state with one hole per metal is fourfold degenerate: one singlet and three triplet states. Since $H$ conserves total spin, $V$ cannot connect these four states with one another, directly or through other states. Each can therefore be treated by perturbation theory for a nondegenerate level. Four levels split into a singlet and a triplet are described by

$$H_{\rm spin}=C+\frac{J}{\hbar^2}\,\mathbf S_1\cdot\mathbf S_2 .$$

From $\mathbf S_1\cdot\mathbf S_2=\tfrac12(\mathbf S^2-\mathbf S_1^2-\mathbf S_2^2)$, with $\mathbf S^2=2\hbar^2$ in the triplet, $0$ in the singlet, and $\mathbf S_i^2=\tfrac34\hbar^2$, the energies are $C+J/4$ and $C-3J/4$. Hence

$$J=E_T-E_S .$$

A positive $J$ puts the singlet lowest and is antiferromagnetic.

### (b) How does transfer connect these states?

Find the action of $V$ on the states that have one hole per metal and on those with one hole on the halide.

**Solution.** For two holes, $V$ is the sum of the same one-hole operator $v$ acting on each hole, with

$$v|1\rangle=t_1|p\rangle,\qquad v|2\rangle=t_2|p\rangle,\qquad v|p\rangle=t_1|1\rangle+t_2|2\rangle .$$

Acting on the two products with one hole per metal gives

$$V|12\rangle=t_1|p2\rangle+t_2|1p\rangle,\qquad V|21\rangle=t_2|p1\rangle+t_1|2p\rangle .$$

Adding and subtracting these, and dividing by $\sqrt2$, gives

$$V|S_{12}\rangle=t_2|S_{1p}\rangle+t_1|S_{2p}\rangle,$$

$$V|T_{12}\rangle=t_2|T_{1p}\rangle-t_1|T_{2p}\rangle .$$

The minus sign arises because $|p2\rangle-|2p\rangle=-\sqrt2\,|T_{2p}\rangle$. It has no effect on the squares that enter at second order.

For the next transfer,

$$V|1p\rangle=t_1|pp\rangle+t_1|11\rangle+t_2|12\rangle,$$

$$V|p1\rangle=t_1|pp\rangle+t_1|11\rangle+t_2|21\rangle .$$

In the even combination the first two terms occur twice and are divided by $\sqrt2$. In the odd combination they cancel:

$$V|S_{1p}\rangle=\sqrt2\,t_1|D_p\rangle+\sqrt2\,t_1|D_1\rangle+t_2|S_{12}\rangle,$$

$$V|T_{1p}\rangle=t_2|T_{12}\rangle .$$

Exchanging the labels 1 and 2 gives

$$V|S_{2p}\rangle=\sqrt2\,t_2|D_p\rangle+\sqrt2\,t_2|D_2\rangle+t_1|S_{12}\rangle .$$

For the triplet, the exchange of labels also turns $T_{12}$ into $T_{21}=-T_{12}$, so $V|T_{2p}\rangle=-t_1|T_{12}\rangle$, in agreement with the element found above.

The factor $\sqrt2$ in a singlet transfer into a doubly occupied state is thus a normalization effect: both products in $S_{1p}$ lead to the same final product. The triplet has no such transfer at all. From $T_{1p}$ the only move left is the return to $T_{12}$.

### (c) What are the energy corrections up to fourth order?

Derive the fourth-order energy of a nondegenerate state with zero unperturbed energy, for a perturbation of the present kind. Show that second order gives no magnetic coupling.

**Solution.** Let $|0\rangle$ be the starting state and let $k,m$ label the other eigenstates of $H_0$, with energies $E_k,E_m$. All matrix elements are real. Attach a factor $\lambda$ to $V$ to count orders, and write

$$|\psi\rangle=|0\rangle+\sum_{n\ge1}\lambda^n|\psi_n\rangle,\qquad \langle0|\psi_n\rangle=0,\qquad E=\sum_{n\ge1}\lambda^nE^{(n)} .$$

The last condition on $\psi_n$ fixes the normalization $\langle0|\psi\rangle=1$. Collecting terms of order $n$ in $(H_0+\lambda V)|\psi\rangle=E|\psi\rangle$, with $|\psi_0\rangle=|0\rangle$, gives

$$H_0|\psi_n\rangle+V|\psi_{n-1}\rangle=\sum_{j=1}^{n}E^{(j)}|\psi_{n-j}\rangle .$$

Projection on $\langle0|$ gives $E^{(n)}=\langle0|V|\psi_{n-1}\rangle$. Each action of $V$ changes the number of halide holes by one. A return to $|0\rangle$ therefore needs an even number of actions, and $E^{(1)}=E^{(3)}=0$.

Let $c_k^{(n)}=\langle k|\psi_n\rangle$. Projection of the first-order equation on $\langle k|$ gives

$$c_k^{(1)}=-\frac{V_{k0}}{E_k},\qquad E^{(2)}=-\sum_k\frac{V_{k0}^2}{E_k}.$$

At second order, the term with $E^{(1)}$ is zero and the term with $E^{(2)}$ multiplies $|0\rangle$, which has no projection on $m$. Hence

$$c_m^{(2)}=-\frac1{E_m}\sum_kV_{mk}c_k^{(1)}=\frac{A_m}{E_m},\qquad A_m=\sum_k\frac{V_{mk}V_{k0}}{E_k}.$$

At third order one term with $E^{(2)}$ survives:

$$E_kc_k^{(3)}+\sum_mV_{km}c_m^{(2)}=E^{(2)}c_k^{(1)} .$$

Solving for $c_k^{(3)}$ and inserting it into $E^{(4)}=\sum_kV_{0k}c_k^{(3)}$ gives

$$E^{(4)}=E^{(2)}\sum_k\frac{V_{0k}c_k^{(1)}}{E_k}-\sum_m\left(\sum_k\frac{V_{0k}V_{km}}{E_k}\right)\frac{A_m}{E_m}.$$

The bracket equals $A_m$, because the matrix elements are real and symmetric. With the first-order coefficients inserted,

$$E^{(4)}=-\sum_m\frac{A_m^2}{E_m}+\left(\sum_k\frac{V_{k0}^2}{E_k}\right)\left(\sum_k\frac{V_{k0}^2}{E_k^2}\right).$$

The first sum runs over the states reached after two transfers, excluding $|0\rangle$ itself. The second part raises the energy. It accounts for the weight that the starting state has already lost to the states $k$.

For both spins the states $k$ are those with one halide hole. Their energy is $\Delta$, and the squared elements are $t_2^2$ and $t_1^2$. Therefore

$$E_S^{(2)}=E_T^{(2)}=-\frac{t_1^2+t_2^2}{\Delta}.$$

A single hole that visits the empty halide orbital and returns is not affected by the spin of the other hole. There is no splitting at this order. The positive part of $E^{(4)}$ is also common to both spins:

$$\frac{t_1^2+t_2^2}{\Delta}\cdot\frac{t_1^2+t_2^2}{\Delta^2}=\frac{(t_1^2+t_2^2)^2}{\Delta^3}.$$

### (d) What does metal-to-metal transfer contribute?

Evaluate the part of the first sum in which the middle state has both holes on one metal.

**Solution.** In the triplet, part (b) shows that no state other than $T_{12}$ can be reached after two transfers. The first sum is empty, and the triplet keeps just the common positive part at fourth order.

In the singlet, $D_1$ is reached when the hole of metal 2 first moves to the halide, $S_{12}\to S_{1p}$, and then on to metal 1, $S_{1p}\to D_1$. The elements are $t_2$ and $\sqrt2\,t_1$:

$$A_{D_1}=\frac{\sqrt2\,t_1t_2}{\Delta}.$$

The opposite motion, through $S_{2p}$, gives the same value for $A_{D_2}$. Since both middle states cost $U_d$, the singlet changes by

$$\delta E_S^{\rm metal}=-\frac{2}{U_d}\left(\frac{\sqrt2\,t_1t_2}{\Delta}\right)^2=-\frac{4t_1^2t_2^2}{\Delta^2U_d}.$$

There is another way to read this. Eliminating the halide orbital leaves an effective transfer between the metals,

$$b=-\frac{t_1t_2}{\Delta},$$

where the minus sign is the one in $c_k^{(1)}$. In terms of $b$, the energy change is $-4b^2/U_d$. This is the energy a singlet gains when two half-filled orbitals are connected directly by a transfer $b$, since the singlet then couples to each of $D_1$ and $D_2$ with strength $\sqrt2\,b$. The halide acts here as a passage. It is full again when the two holes meet.

### (e) What do two holes on the halide contribute?

Evaluate the part with middle state $D_p$, and obtain $J$.

**Solution.** The state $D_p$ can be reached by two routes. Either hole 2 moves first and hole 1 follows, or hole 1 moves first and hole 2 follows. The contributions to $A_{D_p}$ are

$$\frac{\sqrt2\,t_1\cdot t_2}{\Delta}\qquad\text{and}\qquad\frac{\sqrt2\,t_2\cdot t_1}{\Delta}.$$

They are equal in size and in sign, whatever the signs of $t_1$ and $t_2$. Since they end in the same state, they must be added before squaring:

$$A_{D_p}=\frac{2\sqrt2\,t_1t_2}{\Delta},$$

$$\delta E_S^{\rm halide}=-\frac{A_{D_p}^2}{2\Delta+U_p}=-\frac{8t_1^2t_2^2}{\Delta^2(2\Delta+U_p)}.$$

If the two routes led to distinct states of the same energy, as they do for $D_1$ and $D_2$, the squares would be added and the numerator would be 4. The interference of the two orders of transfer doubles the halide term.

In $J=E_T-E_S$ the second-order energies cancel, and so do the positive fourth-order parts. What remains is the lowering of the singlet by the two kinds of middle state:

$$J=J_{\rm metal}+J_{\rm halide}=\frac{4t_1^2t_2^2}{\Delta^2}\left[\frac1{U_d}+\frac{2}{2\Delta+U_p}\right].$$

This is the leading term when $|t_1|$ and $|t_2|$ are small compared with $\Delta$, $U_d$ and $2\Delta+U_p$. Both parts are positive if these three energies are positive, so within this model the coupling is antiferromagnetic. It is the singlet that gains energy, because it alone may place two holes in one orbital.

## Second half: limits, an example and what the model leaves out

The symbols are those of the first half. $\Delta$ is the cost of moving a hole from a metal to the halide, $U_d$ and $U_p$ are the repulsions of two holes in one metal or halide orbital, and $t_1,t_2$ are the transfer integrals. States $S_{ab}$ and $T_{ab}$ are singlet and triplet with holes in orbitals $a$ and $b$; $D_a$ has both in $a$. For a straight bridge, $t_1=t$ and $t_2=-t$. The fourth-order result is then

$$J_4=J_{\rm metal}+J_{\rm halide},\qquad J_{\rm metal}=\frac{4t^4}{\Delta^2U_d},\qquad J_{\rm halide}=\frac{8t^4}{\Delta^2(2\Delta+U_p)},$$

with $J=E_T-E_S$, positive for antiferromagnetic coupling.

### (f) When does each term dominate?

Compare the two terms, and examine the limits in which one of them disappears.

**Solution.** Their ratio is

$$\frac{J_{\rm halide}}{J_{\rm metal}}=\frac{2U_d}{2\Delta+U_p}.$$

It does not contain $t$. The terms are equal when $2\Delta+U_p=2U_d$, that is, at

$$\Delta=U_d-\frac{U_p}{2}.$$

At fixed repulsions, a larger $\Delta$ favours the metal term and a smaller $\Delta$ the halide term. If $\Delta$ grows while $t^2/\Delta$ is held fixed, the halide term vanishes and the metal term stays. The bridge then behaves as two metals with a direct transfer. If instead $U_d$ becomes very large, the metal term vanishes but the halide term survives. A strong repulsion on the metal therefore does not by itself remove the coupling.

The general formula contains $t_1^2t_2^2$. A change in the sign of one transfer integral has no effect, and $J_4$ vanishes if either metal is uncoupled from the p orbital. The vanishing of $J_4$ for an uncoupled metal shows why the geometry matters. In a 90° bridge, a p orbital that points at one metal has no sigma transfer to the other, so this mechanism with one p orbital gives nothing. Anhydrous CuCl$_2$ has bridges close to 90°, and the present result must not be applied to them.

To leading order, the coupling through one halide p orbital is antiferromagnetic and is the sum of a term from two holes meeting on a metal and a term from two holes meeting on the halide, whose ratio does not depend on $t$. What remains is to put in numbers for a fluoride bridge, test the accuracy of fourth order, estimate the neglected interactions and see what may be concluded about a real bridge.
